\section*{Two-State Model Connecting a Metal Dihydrogen Complex to a Dihydride}

\section{Definitions and conventions}

Let $r$ be the distance between two hydrogen atoms bound to one metal centre. The model has two orthogonal electronic states. In $|A\rangle$, the dihydrogen complex without back-donation, an electron pair sits in a metal $d$ orbital and the H--H bond is intact. In $|B\rangle$, the dihydride, that pair has moved into the orbital derived from the antibonding H--H orbital $\sigma^*$. Their energies are
\begin{equation}
A(r)=\tfrac12a(r-r_1)^2,\qquad B(r)=\varepsilon+\tfrac12b(r-r_2)^2,
\end{equation}
with $a,b>0$ and $d=r_2-r_1>0$. Donation from the H--H bonding orbital to the metal also weakens the bond. It is absorbed in $r_1$ and $a$, so $r_1$ is not the bond length of free H$_2$.

The states are coupled by $-V$, with $V>0$ independent of $r$. All other nuclear coordinates are left out. With $G=B-A$, the Hamiltonian is
\begin{equation}
H=\begin{pmatrix}A&-V\\-V&B\end{pmatrix}.
\end{equation}
The weight of $|B\rangle$ in the lower eigenstate is $w$, and $2w$ is the number of back-donated electrons. An electron-richer metal, whose $d$ level is higher relative to $\sigma^*$, has a lower $\varepsilon$.

\section{Where the two states come from}

Take two independent electrons in a $d$ orbital of energy $e_d$ and a $\sigma^*$ orbital of energy $e_*$, with hopping $-\beta$. Put $\Delta=e_*-e_d=G/2$. Both electrons occupy the lower orbital, so their energy relative to $2e_d$ is
\begin{equation}
2\left[\frac{\Delta}{2}-\sqrt{\frac{\Delta^2}{4}+\beta^2}\right]
=\frac G2-\sqrt{\frac{G^2}{4}+4\beta^2}.
\end{equation}
This is the lower root of the two-state matrix, relative to $A$, if $V=2\beta$. The $\sigma^*$ population also agrees: each electron contributes $\frac12(1-\Delta/\sqrt{\Delta^2+4\beta^2})$, which becomes the $w$ found below.

In terms of configurations, hopping does not join $d^2$ to $\sigma^{*2}$ directly. It passes through the singlet $d^1\sigma^{*1}$ at energy $G/2$, with matrix elements $-\sqrt2\beta$. The two-state matrix reproduces the energy and the population of this three-configuration problem when the electrons are independent. Electron repulsion in general moves the middle configuration away from $G/2$. A constant $V$ then no longer reproduces both the energy and the population at every $r$, and the two-state model is an approximation.

Filling $\sigma^*$ favours stretching because the $\sigma^*$ level falls as the atoms separate. For free H$_2$ at the RHF/STO-3G level it lies at 16.67, 9.36 and 5.30 eV for $r=0.8$, 1.2 and 1.6 \AA. That calculation omits correlation and the metal and uses a minimal basis, and its numbers are far from converged: RHF/cc-pVTZ gives 4.31, 2.37 and 0.42 eV, and diffuse functions lower the empty orbital further. It supports the direction of the effect, not the slope used here.

\section{Back-donation and the H--H distance}

The condition $(A-E)(B-E)=V^2$ gives the lower root
\begin{equation}
E=\frac{A+B}{2}-\sqrt{\frac{G^2}{4}+V^2}.
\end{equation}
The weight of $|B\rangle$ is the derivative of $E$ with respect to the matrix element $B$:
\begin{equation}
w=\frac{\partial E}{\partial B}=\frac12\left(1-\frac GS\right),\qquad S=\sqrt{G^2+4V^2}.
\end{equation}
Writing $p=w(1-w)$, we have
\begin{equation}
p=\frac14\left(1-\frac{G^2}{S^2}\right)=\frac{V^2}{S^2}.
\end{equation}
Since $\partial E/\partial A=1-w$ and $V$ is constant,
\begin{equation}
E'=(1-w)A'+wB'.
\end{equation}
At a stationary point this vanishes:
\begin{equation}
(1-w)a(r-r_1)+wb(r-r_1-d)=0.
\end{equation}
Collecting the terms in $r-r_1$ gives
\begin{equation}
r=r_1+\frac{d\,bw}{K},\qquad K=a(1-w)+bw. \label{eq:r}
\end{equation}
The derivative of this relation is
\begin{equation}
\frac{dr}{dw}=db\,\frac{K-w(b-a)}{K^2}=\frac{abd}{K^2}>0.
\end{equation}
Thus, for given diabatic shapes, a stationary point with more back-donation has a longer H--H distance. The relation is not proportional unless $a=b$. In this harmonic model, if the dihydrogen curve is the stiffer one, the first electrons transferred produce little stretching.

For $G\gg V$, expansion gives $w\simeq V^2/G^2$ and $r-r_1\simeq(b/a)d\,V^2/G^2$. At the dihydride end, where $-G\gg V$, the same expansion gives $r_2-r\simeq(a/b)d\,V^2/G^2$.

\section{Electronic softening}

A second minimum requires a region of negative curvature. Differentiating $w$ gives
\begin{equation}
\frac{dw}{dG}=-\frac12\,\frac{S^2-G^2}{S^3}=-\frac{2V^2}{S^3}=-\frac{2p^{3/2}}{V}.
\end{equation}
Differentiating $E'$ then gives
\begin{equation}
E''=K+G'\frac{dw}{dr}=K-\frac{2p^{3/2}(G')^2}{V}. \label{eq:curv}
\end{equation}
The first term is the weighted stiffness of the two diabats. The second is negative because the electrons readjust as the nuclei move. For given $p$ and $G'$, it is larger when $V$ is smaller, since the character of the state then changes over a shorter distance.

\section{Counting the minima}

From the formulas for $w$ and $p$, $G=S(1-2w)=V(1-2w)/\sqrt p$. Let $G_0$ be $G$ at $\varepsilon=0$. A stationary point with weight $w$ therefore requires
\begin{equation}
\varepsilon(w)=\frac{V(1-2w)}{\sqrt p}-G_0(r(w)). \label{eq:eps}
\end{equation}
Because $r(w)$ is one-to-one, the number of stationary points is the number of solutions of this equation for the given $\varepsilon$. To differentiate it, use $p'=1-2w$ and $(1-2w)^2=1-4p$:
\begin{equation}
\frac{d}{dw}\frac{1-2w}{\sqrt p}
=-\frac{2}{\sqrt p}-\frac{1-4p}{2p^{3/2}}=-\frac1{2p^{3/2}}.
\end{equation}
From \eqref{eq:r}, $r-r_2=-a(1-w)d/K$, so
\begin{equation}
G'=b(r-r_2)-a(r-r_1)=-\frac{abd}{K}.
\end{equation}
Multiplying by $dr/dw$ gives $dG_0/dw=-a^2b^2d^2/K^3$, and
\begin{equation}
\frac{d\varepsilon}{dw}=\frac{a^2b^2d^2}{K^3}-\frac{V}{2p^{3/2}}. \label{eq:deps}
\end{equation}
Comparison with \eqref{eq:curv} shows that $E''=-(2p^{3/2}K/V)\,d\varepsilon/dw$. Minima therefore lie on the falling parts of $\varepsilon(w)$, and maxima on the rising part.

To find the rising part, set $t=\sqrt{w/(1-w)}$ and $u=t\sqrt{b/a}$. Then
\begin{equation}
\frac{\sqrt p}{K}=\frac{t}{a+bt^2}=\frac1{\sqrt{ab}}\,\frac{u}{1+u^2}.
\end{equation}
The condition $d\varepsilon/dw>0$ becomes
\begin{equation}
V<V_c\left(\frac{2u}{1+u^2}\right)^3,\qquad
\boxed{V_c=\frac{\sqrt{ab}\,d^2}{4}}. \label{eq:vc}
\end{equation}
The bracket cannot exceed 1, and it equals 1 at $u=1$. There $w=a/(a+b)$, and the H--H distance is halfway between $r_1$ and $r_2$, because
\begin{equation}
x\equiv\frac{r-r_1}{d}=\frac{bt^2}{a+bt^2}=\frac{u^2}{1+u^2}.
\end{equation}

As $w$ runs from 0 to 1, $\varepsilon(w)$ runs from $+\infty$ to $-\infty$. If $V\ge V_c$, it decreases throughout and there is one minimum for every $\varepsilon$. If $V<V_c$, it has a rising section between the roots of $su^2-2u+s=0$:
\begin{equation}
u_\pm=\frac{1\pm\sqrt{1-s^2}}s,\qquad s=\left(\frac V{V_c}\right)^{1/3}.
\end{equation}
Inserting these roots in \eqref{eq:eps} gives the edges of the two-minimum window,
\begin{equation}
\varepsilon_\pm=V\left(\frac1{t_\pm}-t_\pm\right)-\frac{d^2}{2}
\left[b(1-x_\pm)^2-ax_\pm^2\right], \label{eq:edge}
\end{equation}
where $t_\pm=u_\pm\sqrt{a/b}$. For $\varepsilon_-<\varepsilon<\varepsilon_+$ there are three stationary points: minimum, maximum, minimum. Outside the window there is one minimum. On an edge, one minimum has merged with the maximum.

As $V\to0$, the window tends to $-bd^2/2<\varepsilon<ad^2/2$. Each diabatic minimum then lies below the other diabat at the same distance.

Back-donation by itself therefore does not imply two minima. Two minima need weak mixing of well-separated structures and a suitable energy offset. Strong mixing gives a single minimum, which may lie at an intermediate distance.

\section{What changing the metal does}

At a minimum $d\varepsilon/dw<0$, so lowering $\varepsilon$ at fixed $V$ raises $w$ and lengthens H--H. The coupling acts differently. Differentiating \eqref{eq:eps} at fixed $\varepsilon$ gives
\begin{equation}
\frac{dw}{dV}=-\frac{(1-2w)/\sqrt p}{d\varepsilon/dw}.
\end{equation}
At a minimum this has the sign of $1-2w$. Stronger coupling lengthens H--H when $w<\frac12$ and shortens it when $w>\frac12$, because it mixes the minority state into the majority one.

\section{Two equally deep minima}

The case of equal depths can be solved in closed form. The lower root is the minimum over $w$ of
\begin{equation}
\mathcal E(r,w)=(1-w)A+wB-2V\sqrt p,
\end{equation}
so its lowest points can be found by minimising over $r$ first. That gives \eqref{eq:r} and a function of $x$ alone. With $D=ax+b(1-x)$, inversion of \eqref{eq:r} gives
\begin{equation}
w=\frac{ax}{D},\qquad 1-w=\frac{b(1-x)}D,\qquad K=\frac{ab}{D}.
\end{equation}
The elastic energy is $\frac12d^2[(1-w)ax^2+wb(1-x)^2]=\frac12d^2ab\,x(1-x)/D$. With $q=\sqrt{x(1-x)}$, the minimised energy is
\begin{equation}
F(x)=\frac{\frac12d^2ab\,q^2-2V\sqrt{ab}\,q+\varepsilon ax}{D}.
\end{equation}
Choose $F_0=-2V^2/(bd^2)$ and $\varepsilon_0=F_0(a-b)/a$. In $F-F_0$ the terms linear in $x$ cancel, leaving
\begin{equation}
F-F_0=\frac{d^2ab}{2D}\left(q-\frac{V}{2V_c}\right)^2\ge0,
\end{equation}
where $d^2\sqrt{ab}=4V_c$ was used. For $V<V_c$ the square vanishes at two distances, which are therefore equally deep minima:
\begin{equation}
\varepsilon_0=-\frac{2V^2(a-b)}{abd^2},\qquad
x=\frac12\left[1\pm\sqrt{1-\frac{V^2}{V_c^2}}\right]. \label{eq:bal}
\end{equation}
They are symmetric about the midpoint even when $a\ne b$, and they merge there at $V=V_c$. Since $2u/(1+u^2)=2q=V/V_c$ at both, the curvature is
\begin{equation}
E''=K\left(1-\frac{V^2}{V_c^2}\right). \label{eq:balcurv}
\end{equation}

\section{Worked example}

Take the round model parameters $r_1=0.80$ \AA, $r_2=1.60$ \AA, $a=18$ eV/\AA$^2$ and $b=2$ eV/\AA$^2$. Then
\begin{equation}
V_c=\frac{\sqrt{36}\,(0.80)^2}{4}=0.96\ \mathrm{eV}.
\end{equation}

\subsection*{Weak coupling: $V=0.4$ eV}

Here $s=0.747$, $u_-=0.449$, $t_-=3u_-=1.346$ and $x_-=0.168$. The two terms of \eqref{eq:edge} are $-0.241$ and $-0.282$ eV, so $\varepsilon_-=-0.523$ eV. The other root gives $\varepsilon_+=1.359$ eV. Direct counting of minima on the lower surface, 0.01 eV to either side of each edge, gives two inside and one outside.

With $V$ held fixed, lowering $\varepsilon$ gives this sequence:
\begin{itemize}
\item At $\varepsilon=2$ eV there is one minimum, at 0.802 \AA, with $2w=0.043$.
\item At $\varepsilon=0$ there are two, at 0.822 and 1.560 \AA. The shorter is deeper by 0.166 eV.
\item At $\varepsilon=-0.222$ eV the two are equally deep, at 0.836 and 1.564 \AA, with $2w=0.600$ and 1.989.
\item At $\varepsilon=-1$ eV there is one minimum, at 1.573 \AA, with $2w=1.992$.
\end{itemize}
At the balanced offset, a transfer of 0.6 electron stretches the dihydrogen form by only 0.036 \AA\ from $r_1$, because $a$ is nine times $b$. This is a property of the chosen diabats: $\Delta=G/2$ has slope $-bd/2=-0.8$ eV/\AA\ at $r_1$ and $-ad/2=-7.2$ eV/\AA\ at $r_2$. The occupied $\sigma^*$ level of triplet H$_2$ (UHF/aug-cc-pVTZ) has the opposite shape, about $-7.5$ eV/\AA\ at 0.8 \AA\ and $-3.6$ eV/\AA\ at 1.6 \AA. With that slope and the same $a$, 0.6 electron would stretch the bond by about 0.25 \AA\ to first order, so the small stretch should not be carried over to real complexes. Raising $V$ from 0.40 to 0.42 eV at that fixed $\varepsilon$ moves the short minimum from 0.8364 to 0.8380 \AA\ and the long one from 1.5636 to 1.5593 \AA. The opposite signs are those derived above.

\subsection*{Strong coupling: $V=1.2$ eV}

Now $V>V_c$, and there is one minimum for every offset. For $\varepsilon=1,0,-1,-2,-3$ eV, it lies at 0.825, 0.853, 0.933, 1.238 and 1.417 \AA. The rapid change near 1.2 \AA\ follows from the softening. At the midpoint $w=0.9$, $K=3.6$ eV/\AA$^2$ and $E''=K(1-V_c/V)=0.72$ eV/\AA$^2$. Since $dr/d\varepsilon=(dr/dw)/(d\varepsilon/dw)$, the response there is $-0.5$ \AA/eV. At this coupling a stretched dihydrogen complex is a single soft structure, not an average over two wells.

\section{When two minima are not two isomers}

The nuclei have zero-point energy, so a barrier on the electronic surface need not separate two species. For motion along $r$ alone, the reduced mass is half that of a hydrogen atom. The uncoupled diabats then have vibrational quanta of 0.386 eV (dihydrogen) and 0.129 eV (dihydride).

The levels below are computed on the lower surface alone; coupling of the nuclear motion to the upper state is neglected. This is least safe at $V=0.2$ eV, where the gap between the surfaces at the crossing of the diabats, $2V=0.4$ eV, is close to the dihydrogen quantum. Solving the coupled two-state vibrational problem instead leaves the number of levels below each barrier unchanged but shifts the values. At $V=0.2$ eV the second H level moves from 0.147 to 0.164 eV. At $V=0.4$ eV it moves from 0.115 to 0.124 eV, the mean distance from 1.485 to 1.509 \AA, and the probability on the short side of the barrier from 0.067 to 0.044. At $V=0.8$ eV the mean distance moves from 1.282 to 1.291 \AA.

Set $\varepsilon=\varepsilon_0$, so that the wells are equally deep, and count levels from their bottoms:
\begin{itemize}
\item For $V=0.2$ eV the barrier is 0.213 eV. The three lowest H levels, at 0.062, 0.147 and 0.200 eV, lie below it.
\item For $V=0.4$ eV the barrier is 0.110 eV (10.6 kJ/mol). The lowest H level, at 0.054 eV, lies below it; the next, at 0.115 eV, lies above.
\item For $V=0.8$ eV the barrier is 0.008 eV, and even the lowest level, at 0.031 eV, lies above it.
\end{itemize}
At $V=0.4$ eV, equation \eqref{eq:balcurv} gives curvatures of 10.9 and 1.72 eV/\AA$^2$. The harmonic zero-point energies are therefore about 0.15 eV in the short well and 0.06 eV in the long one. The first exceeds the barrier, so the harmonic approximation fails for the short well. The computed ground state has a mean distance of 1.485 \AA, with probability 0.067 on the short side of the barrier. Equal electronic depths thus do not give equal probabilities in the ground state: zero-point energy favours the softer dihydride well.

At $V=0.8$ eV the ground state is spread over both minima, with a mean distance of 1.282 \AA. Two minima on the electronic surface then correspond to one broad distribution. Deuterium has lower levels; at $V=0.4$ eV, two of them (0.040 and 0.085 eV) lie below the barrier.

\section{Comparison with real complexes and neglected effects}

Roughly, H--H distances in transition-metal dihydrogen complexes run from 0.8 to 1.0 \AA\ for ordinary ones and up to about 1.3 \AA\ for stretched ones, while dihydrides lie near 1.6 \AA\ or above. The chosen $r_1$ and $r_2$ fall in the first and last of these ranges, with $r_2$ at the short end for a dihydride. The couplings and offsets of the model are also chosen, not derived for a particular compound. In the model $\Delta=G/2$ falls by 3.2 eV between $r_1$ and $r_2$. The free-H$_2$ level falls by 11.4 eV in the minimal basis but by 3.9 eV at RHF/cc-pVTZ, and by about 4.7 eV when it is occupied in the triplet (UHF/aug-cc-pVTZ).

A harmonic H--H curve rises too steeply at long distance. Replacing $A$ by a Morse curve of the same curvature and a depth of 4.5 eV requires the general form of \eqref{eq:deps}. Differentiating $(1-w)A'+wB'=0$ gives $dr/dw=-G'/K$, now with $K=(1-w)A''+wB''$, so
\begin{equation}
\frac{d\varepsilon}{dw}=\frac{(G')^2}{K}-\frac V{2p^{3/2}}\qquad(K>0).
\end{equation}
The critical coupling, the largest value of $2p^{3/2}(G')^2/K$ along the stationary points, becomes 1.097 eV. At $V=0.4$ eV the window is $-0.437$ to 0.466 eV. The harmonic upper edge was thus too high by about 0.9 eV relative to the Morse model, whereas the minima at $\varepsilon=-0.222$ eV move by only about 0.004 and 0.010 \AA.

At the same offset, letting $V$ change linearly by 25\% of its value at $r_1$, up or down, between $r_1$ and $r_2$ moves the minima by about 0.01 \AA. Electron repulsion can matter more, depending on its size. If it lowers the one-electron-transfer configuration by 0.2 eV relative to the independent-electron value, the minima move to 0.852 and 1.557 \AA. If it lowers it by 1.0 eV, one minimum remains at this offset, at 0.877 \AA; two minima then occur for $\varepsilon$ between about $-2.0$ and $-0.6$ eV, so the window has moved, not closed. The two lowerings are trial values. They show that, with the diabats, $\varepsilon$ and $V$ held fixed, the number of minima can depend on the energy of that configuration.

The metal--hydrogen distances and the ligands also relax as $r$ changes, which alters both the barrier and the effective mass. The one-coordinate model does not size that effect. At 298 K the thermal energy is 0.026 eV, so the 0.110 eV barrier is only about four times as large, and thermal motion adds to the zero-point spreading.

\section*{Calculated quantities}
\begin{verbatim}
r1, r2 = 0.80, 1.60 angstrom; a, b = 18.0, 2.0 eV/angstrom^2
Critical coupling Vc = 0.9600 eV; critical weight w = 0.900
H2 sigma* level, RHF/STO-3G, at 0.8, 1.2, 1.6 angstrom: 16.67, 9.36, 5.30 eV
V = 0.2 eV: two minima for eps from -0.461 to 2.882 eV
V = 0.4 eV: two minima for eps from -0.523 to 1.359 eV
V = 0.8 eV: two minima for eps from -0.964 to -0.717 eV
Minima (2w = back-donated electrons):
V = 0.4, eps = 2.000 eV: r = 0.802 angstrom, 2w = 0.043, E = -0.059 eV
V = 0.4, eps = 0.000 eV: r = 0.822 angstrom, 2w = 0.399, E = -0.195 eV | r = 1.560 angstrom, 2w = 1.988, E = -0.029 eV
V = 0.4, eps = -0.222 eV: r = 0.836 angstrom, 2w = 0.600, E = -0.250 eV | r = 1.564 angstrom, 2w = 1.989, E = -0.250 eV
V = 0.4, eps = -1.000 eV: r = 1.573 angstrom, 2w = 1.992, E = -1.024 eV
V = 1.2, eps = 1.000 eV: r = 0.825 angstrom, 2w = 0.446, E = -0.638 eV
V = 1.2, eps = 0.000 eV: r = 0.853 angstrom, 2w = 0.784, E = -0.938 eV
V = 1.2, eps = -1.000 eV: r = 0.933 angstrom, 2w = 1.286, E = -1.450 eV
V = 1.2, eps = -2.000 eV: r = 1.238 angstrom, 2w = 1.832, E = -2.233 eV
V = 1.2, eps = -3.000 eV: r = 1.417 angstrom, 2w = 1.936, E = -3.184 eV
V 0.40 -> 0.42 eV at eps = -0.222 eV: r 0.8364 -> 0.8380 and 1.5636 -> 1.5593 angstrom
Uncoupled H quanta: dihydrogen 0.386 eV, dihydride 0.129 eV
Equally deep wells; levels counted from the well bottoms:
V = 0.2, eps = -0.056 eV: minima 0.809, 1.591, top 1.048 angstrom, barrier 0.2125 eV
  H: levels 0.062, 0.147, 0.200 eV; ground <r> = 1.574 angstrom, P(r < top) = 0.010
  D: levels 0.044, 0.115, 0.135 eV; ground <r> = 1.586 angstrom, P(r < top) = 0.001
V = 0.4, eps = -0.222 eV: minima 0.836, 1.564, top 1.093 angstrom, barrier 0.1096 eV
  H: levels 0.054, 0.115, 0.194 eV; ground <r> = 1.485 angstrom, P(r < top) = 0.067
  D: levels 0.040, 0.085, 0.128 eV; ground <r> = 1.531 angstrom, P(r < top) = 0.018
V = 0.8, eps = -0.889 eV: minima 0.979, 1.421, top 1.172 angstrom, barrier 0.0082 eV
  H: levels 0.031, 0.104, 0.206 eV; ground <r> = 1.282 angstrom, P(r < top) = 0.334
  D: levels 0.020, 0.065, 0.130 eV; ground <r> = 1.271 angstrom, P(r < top) = 0.333
Morse diabat, depth 4.5 eV: Vc = 1.097 eV; window at V = 0.4 eV -0.437 to 0.466 eV
Neglected effects at V = 0.4 eV, eps = -0.222 eV:
  Reference: minima at 0.836, 1.564 angstrom
  Morse dihydrogen diabat: minima at 0.840, 1.554 angstrom
  V changing by -25 % from r1 to r2: minima at 0.826, 1.573 angstrom
  V changing by +25 % from r1 to r2: minima at 0.848, 1.554 angstrom
  One-electron-transfer state lowered by 0.2 eV: minima at 0.852, 1.557 angstrom
  One-electron-transfer state lowered by 1.0 eV: minima at 0.877 angstrom
Thermal energy at 298.15 K = 0.0257 eV
\end{verbatim}
